# Blocked-End Stress and the Inverse-Square Current Law for Void Nucleation: verification in Python

```python
# Result under test: at the blocked cathode end of a long line, Korhonen's
# equation gives a stress rise 2*G*sqrt(kappa*t/pi), hence the nucleation time
#   t_n = pi*Omega*kB*T*dS^2 / (4*D*B*(Z*e*rho*j)^2), proportional to 1/j^2.
# Symbols: D atomic diffusivity, B effective modulus, Omega atomic volume,
# T temperature, Z magnitude of effective charge number, rho resistivity,
# j magnitude of current density, dS critical minus initial stress,
# kappa = D*B*Omega/(kB*T), G = Z*e*rho*j/Omega, L line length.
# Independent road: atom conservation in small cells, solved by diagonalization.
import numpy as np
import sympy as sp
from scipy.constants import k as kB, e as e_charge
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erfc

T = 500.0
D = 1.0e-16
B = 3.0e10
Omega = 1.2e-29
Z = 4.0
rho = 4.0e-8
j_ref = 1.0e10
sigma_initial = 1.0e8
sigma_critical = 3.0e8
dS = sigma_critical - sigma_initial
L_ref = 100e-6
um = 1e-6

kappa = D * B * Omega / (kB * T)


def wind_force(j):
    return Z * e_charge * rho * j


def gradient(j):
    return wind_force(j) / Omega


def long_line_rise(x, t, j):
    return gradient(j) * (2 * np.sqrt(kappa * t / np.pi)
                          * np.exp(-x**2 / (4 * kappa * t))
                          - x * erfc(x / (2 * np.sqrt(kappa * t))))


def long_line_time(j):
    return np.pi * Omega * kB * T * dS**2 / (4 * D * B * wind_force(j)**2)


odd = np.arange(1, 1001, 2)


def sine_rise(t, L, j):
    decay = np.exp(-(odd * np.pi)**2 * kappa * t / L**2)
    return gradient(j) * L * (0.5 - 4 / np.pi**2 * np.sum(decay / odd**2))


def sine_rate(t, L, j):
    decay = np.exp(-(odd * np.pi)**2 * kappa * t / L**2)
    return 4 * gradient(j) * kappa / L * np.sum(decay)


def ierfc(z):
    return np.exp(-z**2) / np.sqrt(np.pi) - z * erfc(z)


def image_rise(t, L, j):
    m = np.arange(1, 60)
    images = np.sum((-1.0)**m * ierfc(m * L / (2 * np.sqrt(kappa * t))))
    return 2 * gradient(j) * np.sqrt(kappa * t) * (1 / np.sqrt(np.pi) + 2 * images)


class AtomBalance:
    """Cells exchange atoms by the physical flux; both ends are blocked."""

    def __init__(self, L, cells=400):
        self.h = L / cells
        self.x = (np.arange(cells) + 0.5) * self.h
        matrix = self.rate(np.eye(cells), 0.0)
        assert np.allclose(matrix, matrix.T, rtol=1e-10, atol=1e-15)
        values, self.modes = np.linalg.eigh(matrix)
        self.values = np.minimum(values, -1e-30)
        self.unit_source = self.rate(np.zeros((cells, 1)), 1.0)[:, 0]
        self.projection = self.modes.T @ self.unit_source

    def rate(self, fraction, force):
        # fraction = relative excess of atoms; removing atoms creates tension
        stress = -B * fraction
        total_force = Omega * np.diff(stress, axis=0) / self.h + force
        flux = D / (Omega * kB * T) * total_force
        blocked = np.zeros((1, fraction.shape[1]))
        flux = np.vstack([blocked, flux, blocked])
        return -Omega * np.diff(flux, axis=0) / self.h

    def stress(self, t, j):
        growth = np.expm1(self.values * t) / self.values
        return -B * wind_force(j) * (self.modes @ (growth * self.projection))

    def end_stress(self, t, j):
        # zero flux fixes the stress slope between wall and first cell centre
        return self.stress(t, j)[0] + wind_force(j) / Omega * self.h / 2

    def nucleation_time(self, j):
        return brentq(lambda t: self.end_stress(t, j) - dS, 1.0, 1e7,
                      xtol=1e-7, rtol=1e-12)


# Drift under a weak force, from forward and backward hopping rates
jump = Omega**(1 / 3)
bias = wind_force(j_ref) * jump / (kB * T)
hop = D / jump**2
forward, backward = hop * np.exp(bias / 2), hop * np.exp(-bias / 2)
drift = jump * (forward - backward)
assert abs(drift / (D * wind_force(j_ref) / (kB * T)) - 1) < 1e-8

# The closed solution satisfies the equation and the blocked-end condition
xs, ts, ks, gs = sp.symbols('x t kappa G', positive=True)
closed = gs * (2 * sp.sqrt(ks * ts / sp.pi) * sp.exp(-xs**2 / (4 * ks * ts))
               - xs * sp.erfc(xs / (2 * sp.sqrt(ks * ts))))
assert sp.simplify(sp.diff(closed, ts) - ks * sp.diff(closed, xs, 2)) == 0
assert sp.simplify((sp.diff(closed, xs) + gs).subs(xs, 0)) == 0
driving = sp.diff(closed, xs) + gs - gs * sp.erf(xs / (2 * sp.sqrt(ks * ts)))
assert sp.simplify(driving.rewrite(sp.erf)) == 0
assert abs(long_line_rise(1e-6, 1e-3, j_ref)) < 1e-6

# Profile and stress balance at the nucleation time
t_ref = long_line_time(j_ref)
G_ref = gradient(j_ref)
spread = np.sqrt(kappa * t_ref)
long_line = AtomBalance(L_ref)
near = long_line.x < L_ref / 2
cell_profile = long_line.stress(t_ref, j_ref)
profile_error = np.max(np.abs(cell_profile[near]
                              - long_line_rise(long_line.x[near], t_ref, j_ref)))
assert profile_error < 1e-3 * dS
area = spread * quad(lambda u: long_line_rise(u * spread, t_ref, j_ref), 0, 14,
                     epsabs=1e-2, epsrel=1e-10)[0]
assert abs(area / (kappa * G_ref * t_ref) - 1) < 1e-7

# Inverse-square law tested on times found from the atom balance
currents = np.array([0.5, 1.0, 2.0]) * j_ref
cell_times = np.array([long_line.nucleation_time(j) for j in currents])
formula_times = np.array([long_line_time(j) for j in currents])
assert np.max(np.abs(cell_times / formula_times - 1)) < 2e-3
slopes = -np.diff(np.log(cell_times)) / np.diff(np.log(currents))
assert np.max(np.abs(slopes - 2)) < 3e-3

# Two independent expansions of the finite-line end stress
for tau in (0.003, 0.03, 0.1, 0.3, 1.0):
    t = tau * L_ref**2 / kappa
    difference = sine_rise(t, L_ref, j_ref) - image_rise(t, L_ref, j_ref)
    assert abs(difference) < 1e-8 * G_ref * L_ref

# The finite-length factor in the stress rate falls with time
tau_grid = np.linspace(0.03, 1.0, 80)
theta = np.array([sine_rate(tau * L_ref**2 / kappa, L_ref, j_ref)
                  * np.sqrt(np.pi * tau) * L_ref / (G_ref * kappa)
                  for tau in tau_grid])
assert np.all(np.diff(theta) < 0)

# Finite lengths: time and local exponent against the atom balance
length_rows = []
for L in np.array([20, 30, 40, 100]) * um:
    t = brentq(lambda s: sine_rise(s, L, j_ref) - dS, 100.0, 1e7,
               xtol=1e-7, rtol=1e-12)
    exponent = dS / (t * sine_rate(t, L, j_ref))
    model = AtomBalance(L)
    t_cells = model.nucleation_time(j_ref)
    step = 1e-3
    t_up = model.nucleation_time(j_ref * (1 + step))
    t_down = model.nucleation_time(j_ref * (1 - step))
    cell_exponent = -np.log(t_up / t_down) / np.log((1 + step) / (1 - step))
    assert abs(t_cells / t - 1) < 2e-3
    assert abs(cell_exponent / exponent - 1) < 5e-3
    deficit = 2 * np.sqrt(np.pi) * ierfc(G_ref * L / (np.sqrt(np.pi) * dS))
    true_deficit = 1 - sine_rise(t_ref, L, j_ref) / dS
    assert abs(deficit - true_deficit) < 2e-3
    length_rows.append((L, G_ref * L / dS, t, t / t_ref, exponent, true_deficit))
exponents = [row[4] for row in length_rows]
assert np.all(np.diff(exponents) < 0) and abs(exponents[-1] - 2) < 1e-6
assert min(exponents[:-1]) > 2

# Below the threshold product the critical stress is never reached
critical_length = 2 * dS / G_ref
critical_product = 2 * Omega * dS / (Z * e_charge * rho)
for factor, reaches in ((0.98, False), (1.02, True)):
    final = AtomBalance(factor * critical_length).end_stress(1e8, j_ref)
    assert (final > dS) == reaches
j_low = j_ref / 10
final_low = long_line.end_stress(1e9, j_low)
assert abs(final_low / (gradient(j_low) * L_ref / 2) - 1) < 1e-6
assert final_low < dS

print(f"temperature T = {T:.0f} K")
print(f"diffusivity D = {D:.1e} m^2/s")
print(f"effective modulus B = {B:.1e} Pa")
print(f"atomic volume Omega = {Omega:.1e} m^3")
print(f"effective charge number magnitude Z = {Z:.0f}")
print(f"resistivity rho = {rho:.1e} ohm m")
print(f"reference current density j = {j_ref:.1e} A/m^2")
print(f"initial stress = {sigma_initial/1e6:.0f} MPa")
print(f"critical stress = {sigma_critical/1e6:.0f} MPa")
print(f"required stress rise dS = {dS/1e6:.0f} MPa")
print(f"reference line length L = {L_ref/um:.0f} um")
print(f"thermal energy kB*T = {kB*T:.4e} J")
print(f"wind force F = {wind_force(j_ref):.4e} N")
print(f"bias energy per jump / kB*T = {bias:.3e}")
print(f"stress diffusivity kappa = {kappa:.4e} m^2/s")
print(f"stress gradient G = {G_ref:.4e} Pa/m")
print(f"long-line nucleation time = {t_ref:.4e} s = {t_ref/3600:.3f} h")
print(f"sqrt(kappa*t_n) = {spread/um:.3f} um")
print(f"end stress rise at t_n/4 = {long_line_rise(0, t_ref/4, j_ref)/1e6:.1f} MPa")
print(f"missing atom fraction at end at t_n = {dS/B:.3e}")
print(f"equivalent metal thickness moved by t_n = {area/B*1e9:.2f} nm")
for x in np.array([0, 5, 10, 20, 40]) * um:
    value = long_line_rise(x, t_ref, j_ref) / 1e6
    print(f"stress rise at t_n, x = {x/um:.0f} um: {value:.3f} MPa")
print(f"largest profile difference, cells vs formula = {profile_error/1e6:.4f} MPa")
for j, tc, tf in zip(currents, cell_times, formula_times):
    print(f"j = {j:.1e} A/m^2: t cells = {tc:.4e} s, formula = {tf:.4e} s")
print(f"current exponents from cell times = {slopes[0]:.4f}, {slopes[1]:.4f}")
for L, ratio, t, relative, exponent, deficit in length_rows:
    print(f"L = {L/um:.0f} um: GL/dS = {ratio:.3f}, t = {t:.4e} s, "
          f"t/t_long = {relative:.4f}, N = {exponent:.4f}")
    print(f"  relative stress deficit at long-line t_n = {deficit:.3e}")
print(f"critical length at reference j = {critical_length/um:.2f} um")
print(f"critical product jL = {critical_product:.4e} A/m")
print(f"reduced current density = {j_low:.1e} A/m^2")
print(f"inverse-square prediction at reduced j = {long_line_time(j_low):.4e} s"
      f" = {long_line_time(j_low)/86400:.2f} days")
print(f"final end stress rise at reduced j, L = 100 um: {final_low/1e6:.2f} MPa")
print("all assertions hold")
```

Running it gives:

```
temperature T = 500 K
diffusivity D = 1.0e-16 m^2/s
effective modulus B = 3.0e+10 Pa
atomic volume Omega = 1.2e-29 m^3
effective charge number magnitude Z = 4
resistivity rho = 4.0e-08 ohm m
reference current density j = 1.0e+10 A/m^2
initial stress = 100 MPa
critical stress = 300 MPa
required stress rise dS = 200 MPa
reference line length L = 100 um
thermal energy kB*T = 6.9032e-21 J
wind force F = 2.5635e-16 N
bias energy per jump / kB*T = 8.502e-06
stress diffusivity kappa = 5.2149e-15 m^2/s
stress gradient G = 2.1362e+13 Pa/m
long-line nucleation time = 1.3201e+04 s = 3.667 h
sqrt(kappa*t_n) = 8.297 um
end stress rise at t_n/4 = 100.0 MPa
missing atom fraction at end at t_n = 6.667e-03
equivalent metal thickness moved by t_n = 49.02 nm
stress rise at t_n, x = 0 um: 200.000 MPa
stress rise at t_n, x = 5 um: 111.076 MPa
stress rise at t_n, x = 10 um: 54.911 MPa
stress rise at t_n, x = 20 um: 9.069 MPa
stress rise at t_n, x = 40 um: 0.042 MPa
largest profile difference, cells vs formula = 0.0028 MPa
j = 5.0e+09 A/m^2: t cells = 5.2803e+04 s, formula = 5.2803e+04 s
j = 1.0e+10 A/m^2: t cells = 1.3199e+04 s, formula = 1.3201e+04 s
j = 2.0e+10 A/m^2: t cells = 3.2987e+03 s, formula = 3.3002e+03 s
current exponents from cell times = 2.0002, 2.0005
L = 20 um: GL/dS = 2.136, t = 1.9759e+04 s, t/t_long = 1.4968, N = 5.7743
  relative stress deficit at long-line t_n = 9.027e-02
L = 30 um: GL/dS = 3.204, t = 1.3443e+04 s, t/t_long = 1.0183, N = 2.1560
  relative stress deficit at long-line t_n = 8.417e-03
L = 40 um: GL/dS = 4.272, t = 1.3212e+04 s, t/t_long = 1.0008, N = 2.0113
  relative stress deficit at long-line t_n = 4.196e-04
L = 100 um: GL/dS = 10.681, t = 1.3201e+04 s, t/t_long = 1.0000, N = 2.0000
  relative stress deficit at long-line t_n = -2.220e-16
critical length at reference j = 18.72 um
critical product jL = 1.8725e+05 A/m
reduced current density = 1.0e+09 A/m^2
inverse-square prediction at reduced j = 1.3201e+06 s = 15.28 days
final end stress rise at reduced j, L = 100 um: 106.81 MPa
all assertions hold
```
